First-order thermal desorption in logarithmic coverage, with its exponential-integral solution

**1. Definitions and conventions**

Let θ(t) be the coverage of hydrogen on a silicon surface in monolayers (ML), one monolayer being one hydrogen atom per surface silicon atom. First-order desorption under linear heating is described by

dθ/dt = −k(T) θ, k(T) = ν exp(−E/k_B T), T = T0 + βt.

The prefactor ν, the barrier E and the heating rate β > 0 are constants, and nothing returns to the surface. The following symbols are used throughout:

a = E/k_B, x = a/T, f(T) = k(T)/β, y = ln θ.

Here a is a temperature, x is a pure number, and f is the fractional loss of coverage per kelvin. A temperature step H corresponds to a time step h = H/β. The initial coverage θ0 must be positive, since y does not exist at θ = 0.

The exponential integrals, for x > 0, are

E1(x) = ∫₁^∞ e^(−xs)/s ds, E2(x) = ∫₁^∞ e^(−xs)/s² ds.

Integrating E2 by parts, with 1/s² as the derivative of −1/s, gives

E2(x) = [−e^(−xs)/s]₁^∞ − x ∫₁^∞ e^(−xs)/s ds = e^(−x) − x E1(x).

**2. The logarithmic equation and its closed form**

Since dy/dt = (1/θ) dθ/dt, the rate law becomes dy/dt = −k. Division by β = dT/dt gives

dy/dT = −f(T).

The right side does not contain y, so the problem is a quadrature:

y(T) = y0 − (ν/β) ∫_{T0}^{T} e^(−a/T′) dT′.

To evaluate the integral, first take its lower limit as zero and substitute T′ = T/s. Then dT′ = −(T/s²) ds, and s runs from ∞ down to 1. Reversing the limits absorbs the minus sign:

∫₀^T e^(−a/T′) dT′ = T ∫₁^∞ e^(−(a/T)s)/s² ds = T E2(a/T).

Subtracting the same expression at T0 gives the reference solution

y(T) = y0 − (ν/β)[T E2(a/T) − T0 E2(a/T0)].

An equivalent antiderivative is T e^(−x) − a E1(x), but it loses some accuracy to cancellation when x is large. To see why, put s = 1 + u/x in E2 and expand (1 + u/x)^(−2):

E2(x) = (e^(−x)/x) ∫₀^∞ e^(−u)(1 + u/x)^(−2) du ≈ (e^(−x)/x)(1 − 2/x + 6/x²).

The difference e^(−x) − xE1(x) is therefore smaller than its first term by a factor of about x + 2, and relative rounding errors grow by that factor. For the values of x used below, between about 29 and 60, this costs one to two of the sixteen digits of double precision. A routine that evaluates E2 directly avoids the subtraction.

**3. Why the logarithm preserves positivity**

Explicit Euler applied to θ gives

θ_{n+1} = (1 − k_n h) θ_n.

The coverage changes sign when k_n h > 1. For νh > 1, taking logarithms of νh e^(−a/T) > 1 turns this into

T > a/ln(νh).

The classical fourth-order Runge–Kutta method (RK4) applied to θ fails differently. If k is frozen during a step and z = kh, the coverage is multiplied by

R(z) = 1 − z + z²/2 − z³/6 + z⁴/24.

The true factor e^(−z) tends to zero, but R exceeds 1 for z above about 2.785. When k varies within the step, the highest term becomes h⁴k₁k_m²k₂/24, where the subscripts denote the start, middle and end. It is positive and dominates when all three products kh are large, so the growth persists.

Euler applied to y gives y_{n+1} = y_n − k_n h, or

θ_{n+1} = θ_n e^(−k_n h).

This is positive for every h. More generally, whatever method advances y, a finite real y gives e^y > 0 in exact arithmetic. In floating-point arithmetic e^y may underflow to zero, so the program state should be y, with θ computed when it is needed.

Positivity does not imply accuracy. Euler in y is the left-endpoint rule for the integral of f. Because f rises with T, the rule removes too little hydrogen, and the leading error is

y_num − y ≈ (H/2)[f(T) − f(T0)].

**4. RK4 in y and its error**

The four slopes of RK4 are −f(T_n), −f(T_n + H/2) twice, and −f(T_n + H). Their weights 1, 2, 2, 1 combine into Simpson's rule:

y_{n+1} = y_n − (H/6)[f(T_n) + 4f(T_n + H/2) + f(T_n + H)].

Every term in the bracket is positive, so y falls at each step, as the true solution does.

For the error, let r = H/2 and expand f about the midpoint of one step. Odd derivatives cancel by symmetry. The true integral is

I = 2r f + (r³/3) f″ + (r⁵/60) f⁗ + …

Simpson's rule gives

S = (r/3)[6f + r² f″ + (r⁴/12) f⁗ + …] = 2r f + (r³/3) f″ + (r⁵/36) f⁗ + …

The difference is

S − I = r⁵(1/36 − 1/60) f⁗ = (r⁵/90) f⁗ = (H⁵/2880) f⁗.

Over all steps, the sum of H f⁗ at the midpoints equals f‴(T) − f‴(T0) up to a correction of order H². The computed y contains −S, hence

y_num − y = −(H⁴/2880)[f‴(T) − f‴(T0)] + O(H⁶).

The derivatives follow from f′ = (a/T²) f:

f″ = f(a²/T⁴ − 2a/T³),

f‴ = f[(a/T²)(a²/T⁴ − 2a/T³) − 4a²/T⁵ + 6a/T⁴]
= f(a/T²)³(1 − 6/x + 6/x²).

An error δ in y is an error of e^δ − 1 in θ relative to the true coverage, which is close to δ when δ is small. Neglecting f‴(T0), a target relative error η at the final temperature suggests

H ≈ (2880 η/f‴(T))^(1/4).

The leading error term becomes more accurate as Ha/T² falls and f changes less over one step. In the example of Section 6 it is still within 6% of the actual error in y at H = 50 K, where Ha/T² is 1.8 at 900 K.

**5. The desorption peak**

The desorption rate is proportional to kθ. Its maximum satisfies

d ln(kθ)/dT = a/T² − f(T) = 0.

The first term falls with temperature and the second rises, so there is at most one solution; a peak appears if a/T0² > f(T0). Since a/T² = x²/a, the condition reads x² e^x = νa/β. Taking the square root and halving gives

(x/2) e^(x/2) = ½√(νa/β).

The Lambert function W is defined by W(u)e^(W(u)) = u. With subscript p for the peak,

x_p = 2W(½√(νa/β)), T_p = a/x_p.

For the coverage there, neglect the small term T0 E2(a/T0) in the closed form and use ν/β = x_p² e^(x_p)/a:

θ_p/θ0 = exp[−(ν/β)T_p E2(x_p)] = exp[−x_p e^(x_p) E2(x_p)].

By the expansion of Section 2, the exponent is approximately −(1 − 2/x_p + 6/x_p²). In the limit of large x_p, the fraction remaining at the peak tends to 1/e, independently of the initial coverage.

**6. A worked calculation**

Take E = 2.5 eV, ν = 10¹⁵ s⁻¹, β = 2 K/s and θ0 = 1 ML, heated from 500 to 900 K. Then a = 29011.3 K. At 900 K, x = 32.235 and e^(−x) ≈ 1.001 × 10⁻¹⁴. The ratio e^(−x)/E2(x) is 34.18, so

y ≈ −(5 × 10¹⁴ × 900 × 1.001 × 10⁻¹⁴)/34.18 ≈ −132.

The contribution from 500 K is below 10⁻⁹. Without intermediate rounding, the closed form gives −131.84542284. Numerical quadrature of the original integral in 30-digit arithmetic gives the same printed digits.

RK4 in y has these errors at 900 K:

| H (K) | y_num − y | leading estimate |
|---|---|---|
| 50 | −0.387 | −0.409 |
| 20 | −1.038 × 10⁻² | −1.048 × 10⁻² |
| 10 | −6.532 × 10⁻⁴ | −6.547 × 10⁻⁴ |
| 5 | −4.090 × 10⁻⁵ | −4.092 × 10⁻⁵ |

The estimate for H = 10 K can be followed by hand. At 900 K, f ≈ 5.01 K⁻¹, a/T² = 0.0358 K⁻¹ and 1 − 6/x + 6/x² = 0.820. Their combination gives f‴ ≈ 1.89 × 10⁻⁴ K⁻⁴, and multiplication by 10⁴/2880 gives 6.5 × 10⁻⁴. Halving the step from 10 to 5 K gives an observed order of 3.998. With H = 50 K every coverage is positive, yet the final one is 32% too small relative to the true coverage.

With H = 5 K, or h = 2.5 s, direct Euler has its sign threshold at

29011.3/ln(2.5 × 10¹⁵) = 818.3 K.

The first grid point above this is 820 K, and the step from it produces a negative coverage at 825 K. Direct RK4 with the same step ends at 4 × 10²⁰ ML, whereas the closed form gives 5.5 × 10⁻⁵⁸ ML. Euler in y would stay positive, but its leading error is (5/2) × 5.01 ≈ 12.5 in ln θ.

If the heating continues to 1000 K, RK4 in y with 5 K steps gives y = −4063.1. Double-precision evaluation of e^y then returns zero, while y remains usable.

For the peak, the Lambert formula gives x_p = 36.904 and

T_p = 29011.3/36.904 = 786.1 K, or 513 °C.

The coverage there is 0.387 ML, compared with 0.368 ML in the limit of large x_p. The number of surface atoms per area is 2/(0.543 nm)² = 6.78 × 10¹⁴ cm⁻². Two hydrogen atoms leave as one molecule, so with k(T_p) = 0.0939 s⁻¹ the peak flux is

½ × 6.78 × 10¹⁴ × 0.0939 × 0.387 = 1.23 × 10¹³ H₂ cm⁻² s⁻¹.

**7. When the rate depends on coverage**

First-order desorption of a molecule made from two atoms requires an explanation. One model assumes that hydrogen leaves from doubly occupied surface dimers and that surface diffusion keeps their number in equilibrium. Let n₀, n₁ and n₂ be the fractions of dimers holding zero, one and two atoms, and let pairing lower the energy by ε. A singly occupied dimer has two arrangements, so

n₂n₀/n₁² = K/4, K = exp(ε/k_B T).

If p is the fraction of hydrogen that is paired, then n₂ = pθ, n₁ = 2θ(1 − p) and n₀ = 1 − 2θ + pθ. Substitution and division by θ give

p(1 − 2θ + pθ) = Kθ(1 − p)².

With A = (K − 1)θ, collecting powers of p gives

Ap² − (1 + 2A)p + A + θ = 0.

The discriminant is (1 + 2A)² − 4A(A + θ) = 1 + 4A(1 − θ). The physical root vanishes as θ → 0. Multiplying its numerator and denominator by the conjugate removes a subtraction:

p = 2Kθ/[1 + 2A + √(1 + 4A(1 − θ))].

The rate law is now dθ/dt = −kpθ, or

dy/dT = −f(T) p(e^y, T).

First order is the limit p = 1. At small coverage p ≈ Kθ, and desorption becomes second order. Setting p = ½ in the quadratic gives A/4 + θ = ½, hence θ = 2/(K + 3).

The same RK4 routine still preserves positivity, but it is no longer Simpson's rule, and the error formula of Section 4 does not apply. The step must also resolve the change of p with y. If an adsorption term g were added to dθ/dt, the right side of the equation for dy/dT would acquire (g/β) e^(−y), which is large at small coverage and can demand very short steps.

For ε = 0.3 eV, K = 83.8 at 786.1 K, so half the hydrogen is paired at 2/86.8 = 0.023 ML. RK4 in y with 0.5 K steps gives:

| T (K) | first order (ML) | with pairing (ML) |
|---|---|---|
| 750 | 0.864 | 0.866 |
| 800 | 0.155 | 0.192 |
| 825 | 0.0026 | 0.0169 |
| 850 | 2.0 × 10⁻⁸ | 1.8 × 10⁻³ |

The peak moves by only 0.27 K, although p is 0.88 at the first-order peak coverage. The reason is a near-cancellation. Differentiating ln(kpθ) gives the new peak condition

f(p + ∂p/∂ln θ) = a/T² + ∂ln p/∂T.

For p near 1, the equilibrium condition gives p ≈ 1 − q, with q = √[(1 − θ)/(Kθ)]. Therefore

p + ∂p/∂ln θ ≈ 1 − q(1 − 2θ)/[2(1 − θ)].

The correction vanishes at half coverage and is about 2.0% at 0.41 ML, the coverage at the peak with pairing. The term ∂ln p/∂T lowers the right side by about 0.7% of a/T² and offsets a third of it. Dividing the remaining 1.3% by d ln[f/(a/T²)]/dT = a/T² + 2/T ≈ 0.0495 K⁻¹ gives an estimated shift of 0.27 K. A peak position close to the first-order value therefore says little about the tail.

**8. The model beside hydrogen on silicon**

The barrier, prefactor and pairing energy are rough typical values for the monohydride on Si(100), where each surface atom holds one hydrogen. In low-temperature silicon deposition this hydrogen occupies growth sites; the model gives it a lifetime 1/k of about 20 s at 773 K. The parameters limit the prediction more than the integration does: raising E by 0.1 eV alone moves the peak up by 31 K, and raising ν tenfold alone moves it down by 44 K. Incomplete pairing weakens the first-order assumption gradually as the coverage falls: it raises the calculated coverage by 24% at 800 K and by a factor of about 9 × 10⁴ at 850 K. These figures depend on the rough value of ε: between 0.20 and 0.35 eV the coverage at 850 K runs from 6 × 10⁻³ to 1 × 10⁻³ ML and the peak shift from 0.50 to 0.18 K. The first-order law would leave one atom per cm² at 866 K, beyond which a continuous coverage has no direct meaning for such an area.

Readsorption can be sized from the kinetic-theory impingement rate P/√(2πmk_B T_gas), where m is the molecular mass. For H₂ at 10⁻⁸ Torr and 300 K, with an assumed sticking probability of 10⁻⁵, it is 1.2 × 10⁻⁵ of the peak desorption flux. The ratio is proportional to pressure and would reach 1 near 10⁻³ Torr under the same assumptions, so the vacuum result cannot be carried over to a reactor filled with hydrogen. Even at 10⁻⁸ Torr the comparison covers only the peak. In the tail desorption is far weaker, and under the same assumptions readsorption would hold the first-order coverage near 3 × 10⁻⁷ ML at 850 K, above the 2.0 × 10⁻⁸ ML in the table. With pairing included the coverage at 850 K is far larger, and the same readsorption changes it by only about 0.1%. The much smaller coverages calculated at higher temperatures therefore test the numerical method and do not predict a real surface. Dihydride, surface steps and slow diffusion are not included.
